\section*{Why Thin Walls Around Cubic Grains Contribute 2δD_b/d to Diffusion}

\section{What symmetry and dimensions fix}

Identical cubic grains fill space with repeat distance $d$, measured from wall centre to wall centre. They are separated by continuous walls of thickness $\delta$. Atoms diffuse isotropically with diffusivity $D_g$ in the grains and $D_b\ge D_g$ in the walls. On scales much larger than $d$ the solid has an effective diffusivity tensor. Reflection in the cube planes removes its off-diagonal elements, and quarter turns make its diagonal elements equal, so it is a single number $K$. By dimensions,
\begin{equation}
K=D_g\,F(\epsilon,r),\qquad \epsilon=\frac{\delta}{d},\qquad r=\frac{D_b}{D_g}.
\end{equation}

A thin wall acts through its sheet conductance: under a tangential concentration gradient $G$ it carries the current $\delta D_bG$ per unit width. The only other length is $d$, so a boundary term linear in this conductance must have the form $C\,\delta D_b/d$ with a pure number $C$.

The wall volume suggests $C=3$. The grain interior has side $d-\delta$, so the wall fraction is
\begin{equation}
f=1-(1-\epsilon)^3=3\epsilon-3\epsilon^2+\epsilon^3 ,
\label{eq:f}
\end{equation}
with one $\epsilon$ for each of the three wall orientations. A wall with unit normal $\mathbf n$, however, offers a fast path only within its plane, since a flux across it must also cross the grains. If the mean gradient acts unchanged along the walls, their conductance tensor is
\begin{equation}
\epsilon D_b\sum_{\mathbf n=\hat x,\hat y,\hat z}(\mathbf 1-\mathbf n\mathbf n)
=\epsilon D_b(3\cdot\mathbf 1-\mathbf 1)=2\epsilon D_b\,\mathbf 1 ,
\label{eq:trace}
\end{equation}
which gives $C=2$. The condition on the gradient has to be proved. The first derivation below does so for vanishingly thin walls, and the second controls the error at finite thickness.

\section{The cell problem}

Concentration and normal flux are taken to be continuous at the interfaces, so there is neither segregation nor interface resistance. The local equation is $\partial_t c=\nabla\cdot(D\nabla c)$. When the profile evolves slowly compared with the relaxation of one cell, the time derivative can be dropped inside the cell. For a mean gradient $G$ along $x$, the local concentration is then a constant plus $Gu$, where
\begin{equation}
\nabla\cdot(D\nabla u)=0,\qquad u-x\ \text{periodic}.
\label{eq:cell}
\end{equation}
With $\langle\cdot\rangle$ the average over one cell, the mean flux is $-KG$, where
\begin{equation}
K=\langle D\,\partial_xu\rangle .
\label{eq:K}
\end{equation}
Since $D\nabla u$ has no divergence and is periodic, the same total current crosses every plane $x=\text{const}$, and $K$ can be computed on any one of them. Conservation of the cell-averaged concentration $\bar c$ gives $\partial_t\bar c=K\partial_x^2\bar c$. Thus $K$ is a diffusivity as well as a conductance coefficient, because every volume element stores atoms equally well.

These equations hold unchanged in atomic units, where the unit of diffusivity is $\hbar/m_e$.

\section{First derivation: conducting sheets}

Let $\delta\to0$ with $\kappa=\delta D_b$ fixed. Integrate (\ref{eq:cell}) across a wall with normal $n$. The tangential part gives $\kappa\nabla_t^2u$. The normal part gives the difference of the fluxes at the two faces, which by continuity can be written with the grain-side derivatives:
\begin{equation}
\kappa\nabla_t^2u+D_g\left(\partial_nu|_+-\partial_nu|_-\right)=0 .
\label{eq:sheet}
\end{equation}
A normal flux $j$ causes a concentration drop of size $\delta j/D_b=\delta^2j/\kappa$ across the wall. This vanishes in the limit, so $u$ is continuous across the sheet. Where sheets meet along an edge, the sheet currents leaving the edge must add to zero.

The field $u=x$ meets all these conditions:
\begin{itemize}
\item In the grains, $\nabla^2x=0$.
\item On sheets normal to $x$, $u$ is constant, so $\nabla_t^2u=0$. The normal derivative is 1 on both sides, so the bracket in (\ref{eq:sheet}) vanishes.
\item On sheets normal to $y$ or $z$, $\nabla_t^2x=0$ and both normal derivatives are zero.
\item At edges parallel to $x$, no sheet current flows towards or away from the edge. At the other edges, a current $\kappa$ per unit length arrives from one side and leaves on the other, while the sheets normal to $x$ carry nothing.
\end{itemize}

The solution is unique up to a constant. The difference $w$ of two solutions is periodic. Multiplying its equations by $w$ and integrating by parts over grains and sheets gives
\begin{equation}
D_g\int|\nabla w|^2\,dV+\kappa\int|\nabla_tw|^2\,dS=0 ,
\end{equation}
so $w$ is constant.

Now count the current through a plane $x=\text{const}$ inside the grains. One cell has cross-section $d^2$. The grain carries $D_gd^2$. One sheet normal to $y$ and one normal to $z$ each cut the plane in a line of length $d$ and carry $\kappa d$. Hence
\begin{equation}
Kd^2=D_gd^2+2\kappa d
\quad\Longrightarrow\quad
K=D_g+\frac{2\delta D_b}{d}.
\label{eq:main}
\end{equation}
In the sheet limit this holds for any value of $\kappa/(dD_g)$, not just for small ones. With $\kappa/(dD_g)=1$ it predicts $K/D_g=3$. Numerical solutions of the cell problem with finite walls give about $2.84$, $2.97$ and $2.99$ for $\epsilon=0.1$, $0.02$ and $0.004$.

\subsection*{The third family}

Suppose that only the walls normal to $x$ are present. The same flux then crosses grain and wall in series, and the resistances add:
\begin{equation}
K_\perp=\frac{1}{(1-\epsilon)/D_g+\epsilon/D_b},\qquad
K_\perp-D_g=D_g\frac{\epsilon(1-1/r)}{1-\epsilon+\epsilon/r}
\le\frac{\epsilon D_g}{1-\epsilon}.
\label{eq:series}
\end{equation}
The gain saturates however large $D_b$ becomes. Continuity of the flux makes the gradient in the wall smaller than that in the grain by the factor $D_g/D_b$, which cancels the high diffusivity. For $\epsilon=0.02$, raising $r$ from $100$ to $10\,000$ changes this gain only from $0.0202\,D_g$ to $0.0204\,D_g$. The other two families, taken without the first, raise their gain from $3.92\,D_g$ to $396\,D_g$.

\section{Second derivation: bounds at finite thickness}

Real walls have a thickness, and their junctions have a volume. The field is then no longer $u=x$, but $K$ can be enclosed between two bounds.

\subsection*{Two minimum principles}

Let $v$ be any continuous trial field with $v-x$ periodic, and write $v=u+w$ with $w$ periodic. Integration by parts and (\ref{eq:cell}) give $\langle D\nabla u\cdot\nabla w\rangle=0$. The same identity with $u-x$ in place of $w$ gives $\langle D|\nabla u|^2\rangle=\langle D\partial_xu\rangle=K$. Therefore
\begin{equation}
\langle D|\nabla v|^2\rangle=K+\langle D|\nabla w|^2\rangle\ge K .
\label{eq:dir}
\end{equation}

Next let $\mathbf j$ be any periodic trial flux without divergence and with mean $\hat x$. The field $\mathbf J=D\nabla u/K$ has these properties too, so $\mathbf h=\mathbf j-\mathbf J$ has no divergence and zero mean. The cross term vanishes:
\begin{equation}
\left\langle\frac{\mathbf J\cdot\mathbf h}{D}\right\rangle
=\frac{\langle\hat x\cdot\mathbf h\rangle+\langle\nabla(u-x)\cdot\mathbf h\rangle}{K}=0 .
\end{equation}
The first average is zero because $\mathbf h$ has zero mean, the second by integration by parts. Since $\langle|\mathbf J|^2/D\rangle=K/K^2=1/K$,
\begin{equation}
\left\langle\frac{|\mathbf j|^2}{D}\right\rangle\ge\frac1K .
\label{eq:thom}
\end{equation}

\subsection*{Lower bound: insulated columns}

Choose $\mathbf j=j(y,z)\,\hat x$, which has no divergence. A column along $x$ has the mean resistance $R(y,z)$, the average of $1/D$ along it. Taking $j=R^{-1}/\langle R^{-1}\rangle$ in (\ref{eq:thom}) gives
\begin{equation}
\frac1K\le\langle j^2R\rangle=\frac{\langle R^{-1}\rangle}{\langle R^{-1}\rangle^2}
\quad\Longrightarrow\quad K\ge\langle R^{-1}\rangle .
\end{equation}
A fraction $(1-\epsilon)^2$ of the cross-section consists of columns that pass through grains and normal walls in turn. The remaining fraction, $2\epsilon-\epsilon^2$, lies wholly in wall material. Thus
\begin{equation}
K\ge K_-=(2\epsilon-\epsilon^2)D_b+\frac{(1-\epsilon)^2}{(1-\epsilon)/D_g+\epsilon/D_b}.
\label{eq:low}
\end{equation}
The term $-\epsilon^2D_b$ corrects for the rods along $x$ where two walls cross, which the sum $2\epsilon$ counts twice.

\subsection*{Upper bound: planes of equal concentration}

Choose $v=v(x)$. The average of $D$ over a plane normal to $x$ is $D_b$ on a fraction $\epsilon$ of the period. On the rest it is
\begin{equation}
M=(1-\epsilon)^2D_g+(2\epsilon-\epsilon^2)D_b .
\label{eq:M}
\end{equation}
Let $A(x)$ denote this plane average, and take $v'=A^{-1}/\langle A^{-1}\rangle$, whose mean is 1. Then (\ref{eq:dir}) gives
\begin{equation}
K\le K_+=\frac{1}{\langle A^{-1}\rangle}=\frac{1}{\epsilon/D_b+(1-\epsilon)/M}.
\label{eq:up}
\end{equation}

\subsection*{The leading term and its error}

Because $D_b\ge D_g$, the denominator in (\ref{eq:low}) is at most $1/D_g$, so $K_-\ge M$. Dropping the positive term $\epsilon/D_b$ in (\ref{eq:up}) gives $K_+\le M/(1-\epsilon)$. Hence
\begin{equation}
M\le K\le\frac{M}{1-\epsilon}.
\label{eq:sandwich}
\end{equation}
Let $L_0=D_g+2\epsilon D_b$. Expanding (\ref{eq:M}),
\begin{equation}
M=L_0-\epsilon^2D_b-(2\epsilon-\epsilon^2)D_g .
\end{equation}
The subtracted amount is not negative, and it is smaller than $2\epsilon L_0=2\epsilon D_g+4\epsilon^2D_b$. Therefore
\begin{equation}
(1-2\epsilon)L_0\le K\le\frac{L_0}{1-\epsilon},
\label{eq:uniform}
\end{equation}
for every $r\ge1$. The relative error of (\ref{eq:main}) is of order $\epsilon$, whatever the contrast.

The boundary gain itself needs a separate statement, since it could be a small part of $K$. Subtract $D_g$ from $K\ge M$ and from $K\le L_0/(1-\epsilon)$, then divide by $2\epsilon D_b$. On the lower side a positive term $\epsilon/(2r)$ is dropped. On the upper side $L_0/(1-\epsilon)-D_g=(2\epsilon D_b+\epsilon D_g)/(1-\epsilon)$. This gives
\begin{equation}
1-\frac\epsilon2-\frac1r\ \le\ \frac{K-D_g}{2\epsilon D_b}\ \le\ \frac{1+1/(2r)}{1-\epsilon}.
\label{eq:gain}
\end{equation}
Both sides tend to 1 when $\epsilon\to0$ and $r\to\infty$, in whatever order. This establishes $2\delta D_b/d$ as the leading boundary contribution. By (\ref{eq:f}) it is two thirds of $fD_b$ in the thin-wall limit.

For $r=10\,000$ the computed middle member of (\ref{eq:gain}) lies between $0.97$ and $0.98$ at $\epsilon=0.1$ and is about $0.997$ at $\epsilon=0.0125$. Its distance from 1 roughly halves each time $\epsilon$ is halved. Divided by $fD_b$ instead, the gain falls from about $0.72$ to $0.67$, towards $2/3$. In these calculations the shortfall of the middle member from 1 is less than $0.3\epsilon$, within the $\epsilon/2$ allowed by the columns. The trial flux of the columns excludes sideways flow, so by (\ref{eq:thom}) their bound can only lie below $K$ or equal it.

\subsection*{When the walls are not highly conducting}

At fixed $r$ and small $\epsilon$ the two bounds agree to first order. In (\ref{eq:low}) the last denominator is $[1-\epsilon(1-1/r)]/D_g$, so
\begin{equation}
K_-=D_g+\epsilon\left[2D_b-2D_g+D_g\left(1-\frac1r\right)\right]+O(\epsilon^2).
\end{equation}
In (\ref{eq:up}), $M=D_g+2\epsilon(D_b-D_g)+O(\epsilon^2)$ and
\begin{equation}
K_+=\frac{M}{1-\epsilon+\epsilon M/D_b}=M\left[1+\epsilon\left(1-\frac1r\right)+O(\epsilon^2)\right],
\end{equation}
which has the same first-order term. With $D_g(1-1/r)=(D_b-D_g)D_g/D_b$,
\begin{equation}
K=D_g+\epsilon(D_b-D_g)\left(2+\frac{D_g}{D_b}\right)+O(\epsilon^2).
\label{eq:finite}
\end{equation}
Two families enter with weight 1. The third enters with weight $D_g/D_b$, the factor by which its gradient is reduced. As $D_b\to D_g$ the bracket tends to 3, and the full volume count is then correct. It becomes 2 when $D_b\gg D_g$. For $r=10$ the predicted slope $(K/D_g-1)/\epsilon$ is $9\times2.1=18.9$. The cell calculation at $\epsilon=0.002$ gives $18.89$, whereas the full volume count would give $9\times3=27$.

\section{A worked example}

Take round model parameters: $d=1000$ \AA, $\delta=5$ \AA, $k_BT=0.1$ eV, activation energies of $1.6$ eV in the grain and $0.8$ eV in the wall, and a common prefactor $\hbar D_0=0.1$ eV\,\AA$^2$. Diffusivities are quoted as $\hbar D$:
\begin{align}
\hbar D_g&=0.1\,e^{-16}=1.125\times10^{-8}\ \text{eV\,\AA}^2,\\
\hbar D_b&=0.1\,e^{-8}=3.355\times10^{-5}\ \text{eV\,\AA}^2 .
\end{align}
Thus $r=e^8\approx2981$ and $\epsilon=0.005$. The boundary term is
\begin{equation}
2\epsilon\,\hbar D_b=0.01\times3.355\times10^{-5}=3.355\times10^{-7}\ \text{eV\,\AA}^2 ,
\end{equation}
and adding the grain term gives $\hbar L_0=3.467\times10^{-7}$ eV\,\AA$^2$. The numerical cell solution is $3.463\times10^{-7}$ eV\,\AA$^2$, between the bounds $3.458\times10^{-7}$ and $3.475\times10^{-7}$ eV\,\AA$^2$. The formula exceeds the numerical value by a little over $0.1\%$ of the latter. Refining the grid changed the numerical value by less than $0.01\%$. Convergence is slow near the wall edges, and the remaining grid error is about $0.01\%$, which leaves the quoted value $3.463\times10^{-7}$ unchanged. In SI units the numerical result is $5.26\times10^{-12}$ m$^2$/s and the formula gives $5.27\times10^{-12}$ m$^2$/s.

The volume average $(1-f)D_g+fD_b$, with $f=0.0149$, gives $5.118\times10^{-7}$ eV\,\AA$^2$, which is $48\%$ above the numerical value. It is what (\ref{eq:dir}) yields for the trial field $v=x$, so it is an upper bound on $K$. It assigns the full mean gradient to the walls normal to the flux, where the true gradient is small.

\section{What each derivation assumes}

The sheet derivation replaces the walls by surfaces from the start. In return it gives the field itself, and shows why the mean gradient acts unchanged along two wall families. It needs no large value of $\delta D_b/(dD_g)$, but it gives no error estimate for finite $\delta$. The limit also implies $r\to\infty$, so it cannot produce the weight $D_g/D_b$ in (\ref{eq:finite}).

The bounding derivation keeps the thickness and the junctions, and assumes only $D_b\ge D_g$ and $\epsilon<1$ beyond the cell problem. It encloses $K$ without finding the field. Its error estimates show that thinness alone secures (\ref{eq:main}) as an estimate of $K$, while the boundary gain also requires high contrast.

Both derivations use the aligned cubic geometry, in which flat walls run straight through every junction. If successive layers of grains are staggered, the walls end at T-junctions and $u=x$ no longer balances the currents there. In a two-dimensional brick pattern shifted by $d/2$, with $\delta D_b\gg dD_g$, the current runs a length $d$ along one wall and then along two parallel paths of length $d/2$. The family parallel to the flux then has weight $d/(d+d/4)=0.8$ instead of 1. The value $C=2$ therefore belongs to aligned cubes, and other grain shapes need their own coefficient.

\subsection*{Shared assumption: slow profiles}

Both derivations rest on (\ref{eq:cell}), hence on the long-time regime called Harrison type A. A modulation of wavenumber $k$ decays at the rate $Kk^2$ only if the grains keep up with it. Their slowest relaxation time is about $d^2/(3\pi^2D_g)$, so a sufficient condition, with the numerical factor left out as a margin, is
\begin{equation}
\frac{Kk^2d^2}{D_g}\ll1,\qquad\text{or, with } k^2\sim\frac{1}{Kt},\qquad D_gt\gg d^2 .
\label{eq:typeA}
\end{equation}
A wavelength longer than $d$ is not sufficient. For $\epsilon=0.05$ and $r=1000$, where $K/D_g\approx100$, the computed decay rate is $0.9998$ of $Kk^2$ at $kd=0.01$ and about $0.98$ of it at $kd=0.1$. At $kd=1$, a wavelength of about six grains, it is less than $0.3$ of $Kk^2$.

A bound shows why the last value must lie well below 1. The slowest rate is the minimum of $\int D|\nabla v|^2/\int|v|^2$ over fields with the given Bloch phase. A trial field that vanishes in the walls and is a product of three half sine waves in each grain shows that this rate cannot exceed
\begin{equation}
\frac{3\pi^2D_g}{(d-\delta)^2}=\frac{29.6}{0.95^2}\frac{D_g}{d^2}\approx33\,\frac{D_g}{d^2},
\end{equation}
while $Kk^2$ at $kd=1$ is about $100\,D_g/d^2$. The grains limit the decay, however fast the walls are. In the worked example the length scale in (\ref{eq:typeA}) is $d\sqrt{K/D_g}\approx5500$ \AA, several times the grain size. The decay rate lies about $2\%$ below $Kk^2$ when $1/k$ equals this length, and about $8\%$ below it when $1/k$ is half this length.

\subsection*{The opposite limit: frozen grains}

If atoms stay in the walls throughout, the sheet solution $u=x$ still applies on the walls and their conductance is $2\epsilon D_b$. Only the wall volume now stores atoms, a fraction $3\epsilon$ to leading order. For profiles long compared with $d$, the diffusivity within the wall network is therefore
\begin{equation}
D_{\rm net}=\frac{2\epsilon D_b}{3\epsilon}=\frac23D_b .
\end{equation}
This gives another reading of the type A result. An atom that samples all the volume evenly spends a fraction $3\epsilon$ of its time in walls, and the network moves it with diffusivity $\tfrac23D_b$. The product is $2\epsilon D_b$.

\subsection*{Segregation}

Suppose instead that local equilibrium holds the wall concentration at $s$ times the adjacent grain concentration. With $c=s\tilde c$ in the walls and $c=\tilde c$ in the grains, $\tilde c$ is continuous. The wall flux is $-sD_b\nabla\tilde c$, and the mean storage per unit $\tilde c$ is $1-f+sf$. The conductance follows from the earlier results with $D_b$ replaced by $sD_b$, and division by the storage gives, for thin walls with $sD_b\gg D_g$,
\begin{equation}
D_{\rm eff}\simeq\frac{D_g+2s\delta D_b/d}{1+3(s-1)\delta/d}.
\end{equation}
The 2 counts the wall families that carry the flux, and the 3 counts those that store atoms. The numerical output that follows treats the case $s=1$.

\section*{Computed values}
\begin{verbatim}
THIN-WALL TEST, D_b/D_g = 10000 (dimensionless)
delta/d   wall fraction f   gain/(2 eps D_b)   gain/(f D_b)
0.1000    0.271000          0.97291            0.71802
0.0500    0.142625          0.98695            0.69199
0.0250    0.073141          0.99354            0.67920
0.0125    0.037033          0.99675            0.67288
SHEET LIMIT, delta D_b/(d D_g) = 1 (dimensionless)
delta/d = 0.100: K/D_g = 2.83491
delta/d = 0.020: K/D_g = 2.96980
delta/d = 0.004: K/D_g = 2.99395
FINITE CONTRAST, D_b/D_g = 10, delta/d = 0.002
(K/D_g-1)/eps: cell 18.8906, first order 18.9000
WALL FAMILIES ALONE, delta/d = 0.02 (gain in units of D_g)
D_b/D_g = 100: normal 0.020200, two parallel 3.92040
D_b/D_g = 10000: normal 0.020406, two parallel 395.96040
DECAY RATE, delta/d = 0.05, D_b/D_g = 1000 (dimensionless)
K/D_g from steady flux = 99.5806
k d = 0.01: K k^2 d^2/D_g = 0.00996, rate/(K k^2) = 0.99984
k d = 0.10: K k^2 d^2/D_g = 0.99581, rate/(K k^2) = 0.98419
k d = 1.00: K k^2 d^2/D_g = 99.58064, rate/(K k^2) = 0.27378
WORKED EXAMPLE (diffusivities as hbar D in eV angstrom^2)
d = 1000 angstrom; delta = 5 angstrom
k_B T = 0.1 eV; hbar D_0 = 0.1 eV angstrom^2
barriers: grain 1.6 eV, wall 0.8 eV
delta/d = 0.0050; f = 0.014925; D_b/D_g = 2980.96
grain D_g = 1.12535e-08 eV angstrom^2
wall D_b = 3.35463e-05 eV angstrom^2
boundary term 2 delta D_b/d = 3.35463e-07 eV angstrom^2
full-volume term f D_b = 5.00682e-07 eV angstrom^2
leading formula = 3.46716e-07 eV angstrom^2
numerical K = 3.46250e-07 eV angstrom^2
lower bound = 3.45821e-07 eV angstrom^2
upper bound = 3.47485e-07 eV angstrom^2
full-volume estimate = 5.11768e-07 eV angstrom^2
leading formula/K = 1.00135
full-volume estimate/K = 1.47803
relative grid change in K = 6.4e-05
d sqrt(K/D_g) = 5546.9 angstrom
numerical K converted = 5.2605e-12 m^2/s
leading formula converted = 5.2675e-12 m^2/s
\end{verbatim}
